# Normal Phonon Collisions, Drifting Bose Distributions and Infinite Thermal Conductivity

## Second derivation: entropy, weak umklapp scattering, and a comparison

### Symbols and results taken over

Mode $\lambda$ has occupation $n_\lambda$, and $x_\lambda=\ln[(n_\lambda+1)/n_\lambda]$. Process $p$ changes the occupations by $\sigma_p(\lambda)$ at the net rate

$$R_p=W_p(n_1+1)(n_2+1)(n_3+1)\left[e^{-x_1-x_2}-e^{-x_3}\right]. \tag{15}$$

Products of lists are $(f,h)=\sum_\lambda f_\lambda h_\lambda$. Near equilibrium $n=n^0+D\varphi$ with $D=n^0(n^0+1)$, and the collision term is $-A\varphi$, with $A$ symmetric and $(\varphi,A\varphi)=\sum_p\Lambda_p(\sigma_p,\varphi)^2$. For a gradient $g=-dT/dx$ and $\varphi=g\psi$, a steady response satisfies $A\psi=b$, with $b=D\hbar\omega v_x/kT^2$ and $\kappa=(kT^2/V)(b,\psi)$. The list $Q_\lambda=q_{\lambda x}$ obeys $AQ=0$ if all processes are normal. The drifting distribution $n_{\mathbf u}$ has $x_\lambda=\beta\hbar(\omega_\lambda-\mathbf q_\lambda\cdot\mathbf u)>0$.

The first derivation showed that each process is balanced in the drifting state, and that the steady equation then has no solution. The second uses neither step. It obtains stationarity from the growth of entropy, and the infinite conductivity as a limit of finite ones.

### Entropy cannot decrease

The entropy of independent Bose modes is

$$S=k\sum_\lambda\left[(n_\lambda+1)\ln(n_\lambda+1)-n_\lambda\ln n_\lambda\right]. \tag{16}$$

Its derivative with respect to $n_\lambda$ is $k[\ln(n_\lambda+1)+1-\ln n_\lambda-1]=kx_\lambda$. With $dn_\lambda/dt=\sum_p\sigma_p(\lambda)R_p$,

$$\frac{dS}{dt}=k\sum_pR_p(\sigma_p,x)=k\sum_pR_p\,(x_3-x_1-x_2). \tag{17}$$

By (15), $R_p$ has the sign of $e^{-x_1-x_2}-e^{-x_3}$. Since $e^{-y}$ decreases with $y$, this is also the sign of $x_3-x_1-x_2$. No term in (17) is negative, so $dS/dt\ge0$. This holds for normal and umklapp processes alike.

### The drifting state has the largest entropy

Let all processes be normal. Then the energy $E=\sum\hbar\omega n$ and the crystal momentum $\mathbf P=\sum\hbar\mathbf qn$ are both constant in time. Compare any distribution $n$ with the drifting one that has the same $E$ and $\mathbf P$.

The second derivative of (16) with respect to $n_\lambda$ is $-k/[n_\lambda(n_\lambda+1)]<0$, so each mode's entropy is a strictly concave function and lies below its tangent at $n_{\mathbf u}$. The slope of the tangent is $k\beta\hbar(\omega-\mathbf q\cdot\mathbf u)=\hbar(\omega-\mathbf q\cdot\mathbf u)/T$. Summing over the modes,

$$S[n]\le S[n_{\mathbf u}]+\frac1T\left\{E[n]-E[n_{\mathbf u}]-\mathbf u\cdot\left(\mathbf P[n]-\mathbf P[n_{\mathbf u}]\right)\right\}=S[n_{\mathbf u}], \tag{18}$$

with equality only for $n=n_{\mathbf u}$.

Start the gas in $n_{\mathbf u}$. Collisions keep $E$ and $\mathbf P$, so by (18) the entropy cannot rise, and by (17) it cannot fall. It keeps its maximum value, which belongs to $n_{\mathbf u}$ alone. The distribution therefore does not change. This is the stationarity result again, for the full nonlinear collision term.

If umklapp processes are present, $\mathbf P$ is no longer fixed and the comparison loses its second constraint. At fixed energy alone the same argument, with $\mathbf u=0$, singles out the Bose distribution at rest.

### Relaxation into a state that carries heat

The argument also suggests where a disturbed gas will go. In the ring model, with a slow and a fast branch, energy and momentum are the only two linear collision invariants of the normal processes. With umklapp processes added, energy alone remains. Both counts are tested in the program.

Let the fast phonons with $q>0$ start at 130 K and all others at 100 K, and let normal processes act for 24.9 ns. The conserved energy and momentum fix the drifting distribution with $T=107.0$ K and $u=153.6$ m/s. The nonlinear evolution ends there, with a largest deviation of no more than about $10^{-11}$ relative to the predicted occupations, a figure set by the tolerance of the numerical integration.

The heat current falls from $8.25\times10^9$ to $3.17\times10^9\ \mathrm{W/m^2}$, so 38% of it survives, with no temperature gradient to sustain it. If each mode instead relaxed independently to the distribution at rest with its own lifetime $\tau_\lambda$, the current left at the end would be below $10^{-16}$ of its initial value.

### Conductivity as a ratio of current to dissipation

Add umklapp processes with their weights multiplied by a number $\varepsilon>0$:

$$A=A_N+\varepsilon A_U,\qquad A_NQ=0. \tag{19}$$

Assume that no list odd under $\mathbf q\to-\mathbf q$ is conserved by all processes together. Then $(f,Af)>0$ for every odd $f\neq0$. Since $b$ is odd, $A\psi=b$ has one odd solution, and $\kappa$ is finite.

Near equilibrium $(\sigma_p,x)=-(\sigma_p,\varphi)$ and $R_p=-\Lambda_p(\sigma_p,\varphi)$ to first order, so (17) gives the entropy production $k(\varphi,A\varphi)$. In the steady state this is

$$k(\varphi,A\varphi)=kg^2(\psi,b)=\frac{Vg^2\kappa}{T^2}=\frac{VJg}{T^2}, \tag{20}$$

which is the entropy produced by a heat current $J$ flowing down the gradient $g$.

Take any odd trial list $f\ne0$ and split the solution as

$$\psi=cf+\chi,\qquad c=\frac{(f,b)}{(f,Af)}. \tag{21}$$

The number $c$ is chosen so that $(f,A\chi)=(f,b)-c(f,Af)=0$. The cross terms in $(\psi,A\psi)$ therefore vanish, and since $(b,\psi)=(\psi,A\psi)$,

$$\kappa=\frac{kT^2}{V}\left[\frac{(f,b)^2}{(f,Af)}+(\chi,A\chi)\right]\ge\frac{kT^2}{V}\frac{(f,b)^2}{(f,Af)}. \tag{22}$$

The bound compares the square of the heat current carried by a disturbance with the entropy it produces. A disturbance that carries heat and produces almost no entropy forces the conductivity to be large.

### The limit of vanishing umklapp scattering

The drift is such a disturbance. Put $f=Q$. Normal processes do not contribute to $(Q,AQ)$, and for an umklapp process $(\sigma_p,Q)=-G_{p,x}$. Hence

$$(Q,AQ)=\varepsilon(Q,A_UQ)=\varepsilon\sum_{p\in U}\Lambda_pG_{p,x}^2, \tag{23}$$

$$\kappa\ge\frac{kT^2}{V}\,\frac{(Q,b)^2}{\varepsilon\,(Q,A_UQ)}. \tag{24}$$

If $(Q,b)\neq0$, the right-hand side grows without limit as $\varepsilon\to0$. The conductivity with normal processes alone, defined as this limit, is infinite.

The bound is also the leading term if $Q$ is the only odd invariant of the normal processes, as in the ring. In three dimensions $q_y$ and $q_z$ are odd invariants too. If the crystal has a mirror plane $x\to-x$, then $b$, $Q$ and $A_UQ$ change sign under this reflection while $q_y$ and $q_z$ do not. The argument below then holds with "odd" read as odd under the reflection, provided $Q$ is the only invariant of that kind. To see this, the remainder $(\chi,A\chi)$ must be shown to stay bounded. For $f=Q$,

$$A\chi=b-cAQ=b-\frac{(Q,b)}{(Q,A_UQ)}A_UQ\equiv\tilde b, \tag{25}$$

because $\varepsilon$ cancels between $c$ and $AQ$. The list $\tilde b$ is odd, independent of $\varepsilon$, and orthogonal to $Q$. It is thus orthogonal to all null vectors of $A_N$, and some $\eta$ exists with $A_N\eta=\tilde b$. The Cauchy–Schwarz inequality for the non-negative form $A_N$ gives

$$(\chi,A\chi)=(\chi,A_N\eta)\le\sqrt{(\chi,A_N\chi)(\eta,A_N\eta)}\le\sqrt{(\chi,A\chi)(\eta,A_N\eta)}. \tag{26}$$

The last step uses $(\chi,A_N\chi)\le(\chi,A\chi)$. Squaring and dividing by $(\chi,A\chi)$ yields $(\chi,A\chi)\le(\eta,A_N\eta)$, which does not depend on $\varepsilon$. If $\chi=0$ there is nothing to show.

For the ring at 100 K the results, all in W/(m K), are:

| $\varepsilon$ | full $\kappa$ | bound (24) | single-mode |
|---|---|---|---|
| 1 | 300.8 | 53.3 | 188.1 |
| 0.1 | 795.5 | 532.6 | 189.0 |
| 0.01 | 5592 | 5326 | 189.1 |
| 0.001 | 53522 | 53255 | 189.2 |

The difference between the second and third columns is 248, 263, 266 and 267. It stays bounded, as (26) requires, while the bound grows as $1/\varepsilon$. At $\varepsilon=1$ the bound is far below the conductivity, so the response there is not close to a pure drift. The single-mode value hardly changes. At $\varepsilon=1$ it is 37% below the full result, and at $\varepsilon=0.001$ it is too small by a factor of 283.

### Why the single-mode formula stays finite

The single-mode formula replaces $A$ by its diagonal. For a process with three different modes, this changes the entropy production according to

$$\Lambda_p(\varphi_1+\varphi_2-\varphi_3)^2\ \longrightarrow\ \Lambda_p(\varphi_1^2+\varphi_2^2+\varphi_3^2). \tag{27}$$

On the left, a drift with $\varphi\propto Q$ cancels in every normal process. On the right nothing can cancel, because each mode is treated as if its partners were at equilibrium. The diagonal form is positive for the drift, so the route to an infinite conductivity is closed.

The same replacement breaks momentum conservation. Under the diagonal matrix, a drift initially loses crystal momentum at the relative rate

$$\frac{\sum_\lambda A_{\lambda\lambda}Q_\lambda^2}{(Q,DQ)}=309\ \mathrm{ns^{-1}} \tag{28}$$

in the ring with normal processes alone. The inverse of this initial rate is about 3 ps. The loss is not a single exponential, because each mode decays with its own lifetime, up to 617 ps: about half of the momentum is left after 3 ps and about a tenth after 40 ps. The true rate is zero. The lifetimes themselves are not at fault: $1/\tau_\lambda$ is the correct initial decay rate of a disturbance confined to one mode, before its partners have moved away from equilibrium. The error lies in using it for a disturbance shared by all modes.

Finiteness on a mesh does not guarantee a finite bulk value. As $q\to0$ on an acoustic branch, $C_\lambda\to k$ and the velocity tends to a constant. If $1/\tau\propto q^s$, the three-dimensional sum behaves as $\int q^{2-s}dq$ and converges at small $q$ only for $s<3$. In one dimension the condition is $s<1$.

Long waves already weigh heavily in the ring. The fast modes $m=\pm1$ have $\tau=617$ ps and $C\approx k$. Each contributes

$$\frac{kv^2\tau}{V}=\frac{1.381\times10^{-23}\times(6000)^2\times6.17\times10^{-10}}{5.625\times10^{-27}}\approx55\ \mathrm{W/(m\,K)},$$

so these two modes supply more than half of the total of 189. The single-mode number quoted here therefore belongs to this ring of 45 cells and is not a bulk limit.

### How the two limits fit together

The first derivation sets $\varepsilon=0$ and finds a current that grows in time. The second keeps $\varepsilon>0$, waits for the steady state, and then lets $\varepsilon\to0$. For weak umklapp scattering a single equation connects them. After the faster normal relaxation, approximate $\psi$ by its growing part $c(t)Q$, and take the product of $D\,d\psi/dt=b-A\psi$ with $Q$:

$$(Q,DQ)\frac{dc}{dt}=(Q,b)-\varepsilon(Q,A_UQ)\,c. \tag{29}$$

At first $c$ grows at the constant rate $(Q,b)/(Q,DQ)$, which reproduces the slope of the first derivation. It then saturates at $(Q,b)/[\varepsilon(Q,A_UQ)]$, which reproduces the leading term of the second. The crossover time is

$$t_U=\frac{(Q,DQ)}{\varepsilon(Q,A_UQ)}=\frac{53.3/\varepsilon}{2.613}\ \mathrm{ps}\approx\frac{20}{\varepsilon}\ \mathrm{ps}, \tag{30}$$

where the leading conductivity has been divided by the slope $2.613\ \mathrm{W/(m\,K\,ps)}$. The approximation presumes that normal relaxation is over well before $t_U$. In the ring the slowest normal relaxation time is $1/(1.609\ \mathrm{ns^{-1}})=0.62$ ns. Comparing the two times is a guide and not a guarantee: (29) can still fail if the umklapp processes act on the part of $\psi$ that is not drift as strongly as the normal processes do. At $\varepsilon=0.001$, $t_U$ is about 20 ns, some 33 times longer, and the leading term in the table lies about 0.5% below the full conductivity. At $\varepsilon=1$, $t_U$ is 20 ps, far shorter than the slowest normal relaxation, in line with the weak bound in the first row of the table.

### What each derivation assumes

Both derivations use kinetic rates with equal forward and reverse weights, a choice of cell in which all normal processes conserve $\mathbf q$, and a drift slow enough that $\omega>\mathbf q\cdot\mathbf u$. Both need $(Q,b)\ne0$ for the infinite conductivity, and both treat the response to the gradient in linear order. They differ in what else they require and in what they deliver.

For stationarity, the balance argument needs the explicit form of the three-phonon rate. In return it shows that every process is balanced separately, and it gives the imbalance factor $e^{\beta\hbar\mathbf u\cdot\mathbf G}$ of an umklapp process. The entropy argument needs less detail: any collision term that conserves energy and crystal momentum and never lowers the entropy (16) leaves $n_{\mathbf u}$ unchanged. It does not say how individual processes behave.

For the conductivity, the first derivation works with strictly normal collisions. The contradiction $(Q,b)=0$ requires no knowledge of other invariants; that knowledge enters only in the late-time formula. What it establishes is the absence of a steady state, so "infinite conductivity" there means a current that keeps growing under a fixed gradient. The second derivation needs some resistive scattering, and it needs that scattering to leave no odd invariant. It then assigns a definite conductivity to each $\varepsilon$ and shows how it diverges. The lower bound holds whatever other odd invariants the normal processes have, while the proof that it is the leading term needs $\tilde b$ to be orthogonal to every invariant of the normal processes, which holds when $Q$ is the only invariant with the symmetry of $b$.

Neither derivation describes a finite sample whose walls take up crystal momentum. There the momentum balance contains a loss that is missing here, and the result for the unbounded crystal does not apply without change.

## Computed values

```
cells N = 45, a = 0.50 nm, V = 5.625 nm^3
T = 100 K, speeds = 3000, 6000 m/s
weight scale w0 = 0.10 /ps, largest |m| = 22
modes 88, normal 508, umklapp 28
drift u = 1000 m/s
normal (speed factor, m): ((1, 12), (1, -4), (2, 8))
  drifting occupations: 1.495908 2.458534 0.742312
  n1 n2 (n3+1) = 6.407771
  (n1+1)(n2+1) n3 = 6.407771
umklapp (speed factor, m): ((1, 10), (1, 20), (2, -15))
  drifting occupations: 1.879562 0.742312 0.119189
  n1 n2 (n3+1) = 1.561517
  (n1+1)(n2+1) n3 = 0.597984
relative imbalance, normal: 5.2e-16
relative imbalance, umklapp: 0.446
same 20% shift in both branches, normal: 0.0337
invariants: normal 2, with umklapp 1
slowest nonzero normal rate = 1.6089 /ns
tau(speed factor 1, m=1) = 291.739 ps
tau(speed factor 1, m=22) = 1.244 ps
tau(speed factor 2, m=1) = 617.224 ps
tau(speed factor 2, m=22) = 2.302 ps
single-mode kappa, normal only = 189.157 W/(m K)
false momentum loss rate = 309.0264 /ns
drift heat current, no gradient = 2.0630e+10 W/m^2
linear coefficient J/u = 1.8969e+07 J/m^3
relaxation: fast right-movers start at 130 K
  duration = 24.86 ns
  final T = 106.9957 K, u = 153.601 m/s
  largest relative deviation from n_u = 1.1e-11
  current start = 8.2488e+09 W/m^2
  current end = 3.1697e+09 W/m^2
  single-mode current at end = -2.7e-07 W/m^2
driven growth, time run = 2.61310 W/(m K ps)
driven growth, formula = 2.61310 W/(m K ps)
offset, time run = 151.5184 W/(m K)
offset, formula = 151.5185 W/(m K)
eps | full | lower bound | single-mode, W/(m K)
1e+00 | 3.00841e+02 | 5.32554e+01 | 188.106
1e-01 | 7.95479e+02 | 5.32554e+02 | 188.985
1e-02 | 5.59173e+03 | 5.32554e+03 | 189.138
1e-03 | 5.35219e+04 | 5.32554e+04 | 189.155
1e-04 | 5.32820e+05 | 5.32554e+05 | 189.157
1e-06 | 5.32556e+07 | 5.32554e+07 | 189.157
```
